# Magnons degenerate with uniform resonance vanish at 45-degree magnetization tilt: verification in Python

```python
"""
Result under test: in a thin ferromagnetic film with shape anisotropy only,
spin waves of small wavevector k are degenerate with the uniform resonance
only if the magnetization is tilted less than 45 degrees out of the plane.

Symbols: M saturation magnetization, Hs internal static field (parallel to M),
Hp perpendicular uniaxial anisotropy field (zero in the main result), all kA/m;
d thickness and lex exchange length in nm; k in rad/nm; tilt = angle of M out
of the plane; azimuth = angle of k from the in-plane projection of M.
Frequencies are in kA/m until multiplied by GYRO (GHz per kA/m).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

MU_B = const.physical_constants["Bohr magneton"][0]


def cross_matrix(v):
    return np.array([[0, -v[2], v[1]], [v[2], 0, -v[0]], [-v[1], v[0], 0]])


def dipole_factor(x):
    return 1 + np.expm1(-x) / x if x > 0 else 0.0


def applied_field(tilt, Hs, M, Hp=0.0):
    return Hs * np.cos(tilt), (Hs + M - Hp) * np.sin(tilt)


def motion_matrix(tilt, azimuth, k, d, M, lex, Hs, Hp=0.0, n=8):
    """Cartesian linearized Landau-Lifshitz matrix of n coupled sublayers."""
    a = d / n
    z = (np.arange(n) + 0.5) * a
    dz = z[:, None] - z[None, :]
    K = np.zeros((n, n))
    if k > 0:
        x = k * a
        K = x / 2 * np.exp(-k * abs(dz)) * (np.sinh(x / 2) / (x / 2)) ** 2
        np.fill_diagonal(K, dipole_factor(x))
    C = -1j * np.sign(dz) * K
    lap = np.zeros((n, n))
    for i in range(n - 1):      # free surfaces
        lap[i, i] -= 1 / a**2
        lap[i + 1, i + 1] -= 1 / a**2
        lap[i, i + 1] += 1 / a**2
        lap[i + 1, i] += 1 / a**2
    one = np.eye(n)
    u = (np.cos(azimuth), np.sin(azimuth))
    field = np.zeros((3, n, 3, n), dtype=complex)
    for i in range(2):
        for j in range(2):
            field[i, :, j, :] -= u[i] * u[j] * K
        field[i, :, 2, :] += u[i] * C
        field[2, :, i, :] += u[i] * C
    field[2, :, 2, :] += K - one + Hp / M * one
    for i in range(3):
        field[i, :, i, :] += lex**2 * (lap - k**2 * one)
    field = field.reshape(3 * n, 3 * n)
    direction = np.array([np.cos(tilt), 0, np.sin(tilt)])
    Hx, Hz = applied_field(tilt, Hs, M, Hp)
    static = np.array([Hx, 0, Hz + (Hp - M) * np.sin(tilt)])
    return (-M * np.kron(cross_matrix(direction), one) @ field
            + np.kron(cross_matrix(static), one))


def film_modes(*args, **kw):
    w = np.linalg.eigvals(1j * motion_matrix(*args, **kw)).real
    return np.sort(w[w > 1e-3])


def film_shift(tilt, azimuth, k, *args, **kw):
    return (film_modes(tilt, azimuth, k, *args, **kw)[0]
            - film_modes(tilt, azimuth, 0.0, *args, **kw)[0])


def film_slope(tilt, azimuth, *args, **kw):
    """Initial slope, with the quadratic part removed by extrapolation."""
    k = 2e-4
    return (4 * film_shift(tilt, azimuth, k, *args, **kw)
            - film_shift(tilt, azimuth, 2 * k, *args, **kw)) / (2 * k)


def formula_frequency(tilt, azimuth, k, d, M, lex, Hs):
    c2, s2, F = np.cos(tilt)**2, np.sin(azimuth)**2, dipole_factor(k * d)
    E = Hs + M * lex**2 * k**2
    return np.sqrt(E * (E + M * c2) + E * M * F * (1 - c2 * (2 - s2))
                   + M**2 * c2 * s2 * F * (1 - F))


def slope_formula(tilt, azimuth, d, M, Hs, Hp=0.0):
    c2, s2 = np.cos(tilt)**2, np.sin(azimuth)**2
    S = -Hs * np.cos(2 * tilt) + (Hs + M - Hp) * c2 * s2
    return M * d * S / (4 * np.sqrt(Hs * (Hs + (M - Hp) * c2)))


def sector_edge(tilt, M, Hs):
    return np.arcsin(np.sqrt(Hs * np.cos(2 * tilt)
                             / ((Hs + M) * np.cos(tilt)**2)))


def crossing_formula(tilt, d, M, lex, Hs):
    return (d * Hs * np.cos(2 * tilt)
            / (2 * lex**2 * (2 * Hs + M * np.cos(tilt)**2)))


# ---- example: rough parameters in the regime of permalloy
M, A_ex, d, g, f0, alpha = 800.0, 13e-12, 5.0, 2.1, 10.0, 0.008
K_interface = 0.2e-3                                    # J/m^2
GYRO = g * MU_B / const.hbar * const.mu_0 * 1e3 / (2 * np.pi) / 1e9
lex = np.sqrt(2 * A_ex / (const.mu_0 * (M * 1e3)**2)) * 1e9
W0 = f0 / GYRO


def internal_field(tilt):
    half = M * np.cos(tilt)**2 / 2
    return -half + np.sqrt(half**2 + W0**2)


deg = np.pi / 180
tilts = np.array([0, 15, 30, 40, 45, 60, 90]) * deg

# dipolar factor from the Fourier-space field of a uniformly filled slab
for x in (0.03, 0.3, 2.0):
    def integrand(q):
        return np.sinc(q / (2 * np.pi))**2 * x**2 / (x**2 + q**2) / np.pi
    value = (quad(integrand, 0, 10 * x, limit=500)[0]
             + quad(integrand, 10 * x, 400, limit=3000)[0])
    assert abs(value - dipole_factor(x)) < 1e-6

# equilibrium from a global search of the energy
for t in tilts:
    Hx, Hz = applied_field(t, internal_field(t), M)

    def energy(s):
        return -Hx * np.cos(s) - Hz * np.sin(s) + M / 2 * np.sin(s)**2
    grid = np.linspace(-np.pi, np.pi, 2001)
    start = grid[np.argmin(energy(grid))]
    best = minimize_scalar(energy, bounds=(start - 0.01, start + 0.01),
                           method="bounded", options={"xatol": 1e-10}).x
    assert abs(best - t) < 1e-5

# dispersion formula against eigenvalues, random parameters, uniform profile
rng = np.random.default_rng(4)
for _ in range(200):
    t, p = rng.uniform(0, np.pi / 2, 2)
    args = (t, p, rng.uniform(0.001, 0.3), rng.uniform(1, 20),
            rng.uniform(200, 1500), rng.uniform(2, 9), rng.uniform(20, 900))
    exact = film_modes(*args, n=1)[0]
    assert abs(formula_frequency(*args) / exact - 1) < 1e-8

# initial slope against the thickness-resolved film, with and without Hp
for t in (10 * deg, 35 * deg, 60 * deg):
    for p in (0.0, 0.4, 1.3):
        for Hp in (0.0, 300.0):
            num = film_slope(t, p, d, M, lex, 150.0, Hp=Hp)
            ref = slope_formula(t, p, d, M, 150.0, Hp)
            assert abs(num - ref) < 1e-3 * M * d / 4
# strong perpendicular anisotropy can break the 45 degree limit
assert film_slope(50 * deg, np.pi / 2, d, M, lex, 0.1 * M, Hp=1.2 * M) < 0


def critical_tilt(Hs, Hp=0.0):
    return brentq(lambda t: film_slope(t, 0.0, d, M, lex, Hs, Hp=Hp),
                  0.3, 1.3, xtol=1e-8) / deg


Hs45 = internal_field(45 * deg)
Hp_interface = 2 * K_interface / (const.mu_0 * M * 1e3 * d * 1e-9) / 1e3
critical = critical_tilt(Hs45)
critical_aniso = critical_tilt(Hs45, Hp_interface)
for value in (critical, critical_aniso, critical_tilt(40.0),
              critical_tilt(700.0)):
    assert abs(value - 45) < 0.02

# at and above 45 degrees nothing in the resolved film is degenerate
smallest = np.inf
for t in np.array([45, 50, 60, 75, 90]) * deg:
    for p in np.linspace(0, np.pi / 2, 6):
        for k in np.logspace(-3, 0, 10):
            smallest = min(smallest, film_shift(t, p, k, d, M, lex,
                                                internal_field(t)))
assert smallest > 0

# below 45 degrees: crossing wavevector and edge of the degenerate sector
crossings = {}
for i, t in enumerate(tilts[:4]):
    Hs = internal_field(t)
    guess = crossing_formula(t, d, M, lex, Hs)
    root = brentq(lambda k: film_shift(t, 0.0, k, d, M, lex, Hs),
                  0.2 * guess, 3 * guess)
    assert abs(root / guess - 1) < 0.05
    edge = brentq(lambda p: film_slope(t, p, d, M, lex, Hs), 0.0, np.pi / 2)
    assert abs(edge - sector_edge(t, M, Hs)) < 2e-3
    crossings[i] = (guess, root, edge)


# intrinsic linewidth (full width) from the damped equation of motion
def linewidth(t):
    Hs = internal_field(t)
    direction = np.array([np.cos(t), 0, np.sin(t)])
    L = motion_matrix(t, 0.0, 0.0, d, M, lex, Hs, n=1)
    p = np.linalg.eigvals(np.linalg.solve(
        np.eye(3) - alpha * cross_matrix(direction), L))
    width = -2 * p[np.argmax(p.imag)].real
    assert abs(width / (alpha * (2 * Hs + M * np.cos(t)**2)) - 1) < 1e-3
    return width * GYRO * 1e3


def dip_depth(t):
    Hs = internal_field(t)
    kf = crossing_formula(t, d, M, lex, Hs)
    low = minimize_scalar(
        lambda k: formula_frequency(t, 0.0, k, d, M, lex, Hs),
        bounds=(0.0, kf), method="bounded").fun
    return (W0 - low) * GYRO * 1e3


def blurred_wavevector(t):
    Hs, half = internal_field(t), linewidth(t) / 2e3 / GYRO
    return brentq(lambda k: formula_frequency(t, 0.0, k, d, M, lex, Hs)
                  - W0 - half, 1e-6, 1.0)


# thickness at which the curvature at 45 degrees changes sign
d_limit = brentq(lambda s: film_shift(45 * deg, 0.0, 2e-4, s, M, lex, Hs45,
                                      n=12), 5.0, 60.0, xtol=1e-3)
first_mode = film_modes(0.0, 0.0, 0.0, d, M, lex, internal_field(0.0),
                        n=24)[1] * GYRO

print(f"Saturation magnetization M = {M:.0f} kA/m")
print(f"Exchange stiffness A = {A_ex * 1e12:.1f} pJ/m")
print(f"Thickness d = {d:.1f} nm; g factor = {g:.2f}")
print(f"Drive frequency = {f0:.1f} GHz; Gilbert damping = {alpha:.3f}")
print(f"Exchange length = {lex:.3f} nm")
print(f"gamma mu0/(2 pi) = {GYRO:.5f} GHz per kA/m")
print(f"Drive frequency in field units Omega0 = {W0:.2f} kA/m")
k_probe = 1e-3
for i, t in enumerate(tilts):
    Hs = internal_field(t)
    Hx, Hz = applied_field(t, Hs, M)
    H = np.hypot(Hx, Hz)
    shift = film_shift(t, 0.0, k_probe, d, M, lex, Hs) * GYRO * 1e3
    print(f"Tilt {t / deg:.0f} deg: Hs = {Hs:.2f} kA/m, "
          f"applied H = {H:.1f} kA/m ({const.mu_0 * H * 1e6:.0f} mT) "
          f"at {np.arctan2(Hz, Hx) / deg:.2f} deg")
    print(f"  shift at 1 rad/um along projection = {shift:+.3f} MHz")
    if i in crossings:
        guess, root, edge = crossings[i]
        print(f"  sector half-angle = {edge / deg:.2f} deg; "
              f"k_f formula {guess * 1e3:.3f}, film {root * 1e3:.3f} rad/um; "
              f"wavelength {2 * np.pi / root / 1e3:.2f} um")
print(f"Critical tilt, resolved film = {critical:.3f} deg")
print(f"Smallest shift found for tilt >= 45 deg = "
      f"{smallest * GYRO * 1e3:.4f} MHz (k from 1 to 1000 rad/um)")
for t in (0.0, 30 * deg):
    print(f"Tilt {t / deg:.0f} deg: dip depth = {dip_depth(t):.2f} MHz, "
          f"intrinsic full linewidth = {linewidth(t):.1f} MHz")
for t in (45 * deg, 60 * deg, 90 * deg):
    print(f"Tilt {t / deg:.0f} deg: full linewidth = {linewidth(t):.1f} MHz, "
          f"half of it reached at k = {blurred_wavevector(t) * 1e3:.1f} rad/um")
print(f"Interface anisotropy {K_interface * 1e3:.1f} mJ/m2 (one value for "
      f"whole film): Hp = {Hp_interface:.1f} kA/m")
print(f"Critical tilt with this Hp = {critical_aniso:.3f} deg")
print(f"First thickness mode at tilt 0 = {first_mode:.0f} GHz")
print(f"Thickness where curvature at 45 deg turns negative = {d_limit:.1f} nm")
print(f"Retardation wavevector omega/c = "
      f"{2 * np.pi * f0 * 1e9 / const.c * 1e-6:.2e} rad/um")
print("verified")
```

Output:

```
Saturation magnetization M = 800 kA/m
Exchange stiffness A = 13.0 pJ/m
Thickness d = 5.0 nm; g factor = 2.10
Drive frequency = 10.0 GHz; Gilbert damping = 0.008
Exchange length = 5.686 nm
gamma mu0/(2 pi) = 0.03694 GHz per kA/m
Drive frequency in field units Omega0 = 270.74 kA/m
Tilt 0 deg: Hs = 83.01 kA/m, applied H = 83.0 kA/m (104 mT) at 0.00 deg
  shift at 1 rad/um along projection = -9.610 MHz
  sector half-angle = 17.86 deg; k_f formula 6.645, film 6.655 rad/um; wavelength 0.94 um
Tilt 15 deg: Hs = 87.86 kA/m, applied H = 245.0 kA/m (308 mT) at 69.73 deg
  shift at 1 rad/um along projection = -8.744 MHz
  sector half-angle = 17.64 deg; k_f formula 6.381, film 6.383 rad/um; wavelength 0.98 um
Tilt 30 deg: Hs = 104.11 kA/m, applied H = 461.0 kA/m (579 mT) at 78.72 deg
  shift at 1 rad/um along projection = -5.668 MHz
  sector half-angle = 16.09 deg; k_f formula 4.981, film 4.968 rad/um; wavelength 1.26 um
Tilt 40 deg: Hs = 123.60 kA/m, applied H = 601.2 kA/m (755 mT) at 80.94 deg
  shift at 1 rad/um along projection = -1.661 MHz
  sector half-angle = 11.48 deg; k_f formula 2.316, film 2.311 rad/um; wavelength 2.72 um
Tilt 45 deg: Hs = 136.60 kA/m, applied H = 669.3 kA/m (841 mT) at 81.70 deg
  shift at 1 rad/um along projection = +1.186 MHz
Tilt 60 deg: Hs = 188.62 kA/m, applied H = 861.4 kA/m (1082 mT) at 83.71 deg
  shift at 1 rad/um along projection = +13.854 MHz
Tilt 90 deg: Hs = 270.74 kA/m, applied H = 1070.7 kA/m (1346 mT) at 90.00 deg
  shift at 1 rad/um along projection = +37.761 MHz
Critical tilt, resolved film = 45.000 deg
Smallest shift found for tilt >= 45 deg = 1.1865 MHz (k from 1 to 1000 rad/um)
Tilt 0 deg: dip depth = 18.75 MHz, intrinsic full linewidth = 285.4 MHz
Tilt 30 deg: dip depth = 8.80 MHz, intrinsic full linewidth = 238.8 MHz
Tilt 45 deg: full linewidth = 198.9 MHz, half of it reached at k = 9.2 rad/um
Tilt 60 deg: full linewidth = 170.6 MHz, half of it reached at k = 4.8 rad/um
Tilt 90 deg: full linewidth = 160.0 MHz, half of it reached at k = 2.1 rad/um
Interface anisotropy 0.2 mJ/m2 (one value for whole film): Hp = 79.6 kA/m
Critical tilt with this Hp = 45.000 deg
First thickness mode at tilt 0 = 394 GHz
Thickness where curvature at 45 deg turns negative = 35.6 nm
Retardation wavevector omega/c = 2.10e-04 rad/um
verified
```
